# Mixing ultrasoft and norm-conserving atoms, and choosing the two cutoffs: test program

```python
"""
RESULT UNDER TEST: an ultrasoft atom (A) and a norm-conserving atom (B) can share
one generalized eigenproblem H psi = e S psi, with q = Q = 0 for B, and each of the
two plane-wave cutoffs is set by the species that is hardest for that cutoff.
Model: one dimension, Rydberg units (T = -d2/dx2, energies in Ry, lengths in bohr),
A at 0 and B at L/2 in a cell of length L, zone-centre states even about both atoms.
  phi, pseudo : original and pseudo reference waves, both equal to 1 at radius rc
  beta        : projector;  B0 = <pseudo|chi>;  D = B0 + e_ref*q
  Q(x), q     : augmentation density phi^2 - pseudo^2 and its integral
  S = 1 + sum q |beta><beta|;  contact repulsion energy (g/2) * integral of n^2
"""
import math
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import Polynomial
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq


def original_wave(depth, width, rc, energy, dense=False):
    """Even solution in the original well; third component is the running norm."""
    def rhs(x, y):
        v = -depth * math.exp(-(x / width) ** 2)
        return [y[1], (v - energy) * y[0], y[0] ** 2]
    return solve_ivp(rhs, (0, rc), [1.0, 0.0, 0.0], method="DOP853", rtol=1e-11,
                     atol=1e-13, max_step=0.02, dense_output=dense)


def make_atom(depth, width, rc, norm_conserving):
    def growing_part(energy):
        y = original_wave(depth, width, rc, energy).y[:, -1]
        return y[1] + math.sqrt(-energy) * y[0]
    e_ref = brentq(growing_part, -4.0, -0.2, xtol=1e-12)
    wave = original_wave(depth, width, rc, e_ref, dense=True)
    edge = wave.y[0, -1]
    norm = wave.y[2, -1] / edge ** 2            # half-sphere norm, phi(rc) = 1
    kappa = math.sqrt(-e_ref)
    # even polynomial in s = x/rc, matched to the outer exponential to 4th derivative
    match = np.array([[float(np.prod([2 * k - j for j in range(m)]))
                       for k in range(5)] for m in range(5)])
    coef = np.zeros(9)
    coef[::2] = np.linalg.solve(match, [(-kappa * rc) ** m for m in range(5)])
    pseudo = Polynomial(coef)

    def half_integral(p):
        return rc * p.integ()(1.0)
    if norm_conserving:
        bump = Polynomial([1.0, 0.0, -1.0]) ** 5
        roots = np.roots([half_integral(bump * bump),
                          2 * half_integral(pseudo * bump),
                          half_integral(pseudo * pseudo) - norm])
        assert np.all(np.isreal(roots))
        pseudo = pseudo + float(min(roots.real, key=abs)) * bump
    pseudo_norm = half_integral(pseudo * pseudo)
    q = 2 * (norm - pseudo_norm)
    if norm_conserving:
        assert abs(q) < 1e-8
        q = 0.0
    chi = e_ref * pseudo + pseudo.deriv(2) / rc ** 2
    b0 = 2 * half_integral(pseudo * chi)
    return SimpleNamespace(depth=depth, width=width, rc=rc, e_ref=e_ref, norm=norm,
                           pseudo_norm=pseudo_norm, pseudo=pseudo, q=q, B0=b0,
                           D=b0 + e_ref * q, beta=chi / b0, wave=wave, edge=edge,
                           total_norm=2 * norm + 1 / kappa, nc=norm_conserving)


def original_log_derivative(atom, energy):
    y = original_wave(atom.depth, atom.width, atom.rc, energy).y[:, -1]
    return y[1] / y[0]


def pseudo_log_derivative(atom, energy, D, q):
    """Solve the nonlocal pseudo equation inside rc by a particular solution."""
    k = math.sqrt(-energy)

    def rhs(x, y):
        b = atom.beta(x / atom.rc)
        return [y[1], -energy * y[0] - b, b * y[0], b * math.cosh(k * x)]
    y = solve_ivp(rhs, (0, atom.rc), [0.0] * 4, method="DOP853", rtol=1e-11,
                  atol=1e-13, max_step=0.05).y[:, -1]
    strength = D - energy * q
    overlap = 2 * y[3] / (1 + strength * 2 * y[2])
    value = math.cosh(k * atom.rc) - strength * overlap * y[0]
    slope = k * math.sinh(k * atom.rc) - strength * overlap * y[1]
    return slope / value


def energy_slope(func, energy, h=1e-4):
    return (func(energy + h) - func(energy - h)) / (2 * h)


def make_cell(L, members, nmax, points=1200):
    """Orthonormal cosine basis on half the cell; weights cover the full cell."""
    x = np.linspace(0, L / 2, points + 1)
    w = np.full(points + 1, L / points)
    w[[0, -1]] *= 0.5
    n = np.arange(nmax + 1)
    C = math.sqrt(2 / L) * np.cos(2 * np.pi * np.outer(n, x) / L)
    C[0] = 1 / math.sqrt(L)
    parts = []
    for atom, position in members:
        d = np.abs(x - position)
        inside = d < atom.rc
        beta, Q = np.zeros_like(x), np.zeros_like(x)
        beta[inside] = atom.beta(d[inside] / atom.rc)
        if not atom.nc:
            phi = atom.wave.sol(d[inside])[0] / atom.edge
            Q[inside] = phi ** 2 - atom.pseudo(d[inside] / atom.rc) ** 2
        parts.append((atom, C @ (w * beta), Q))
    return SimpleNamespace(L=L, x=x, w=w, C=C, G2=(2 * np.pi * n / L) ** 2, parts=parts)


def original_levels(L, A, B):
    cell = make_cell(L, [], int(150 * L / (2 * np.pi)))
    v = np.zeros_like(cell.x)
    for atom, position in ((A, 0.0), (B, L / 2)):
        for image in (-L, 0.0, L):
            v -= atom.depth * np.exp(-((cell.x - position - image) / atom.width) ** 2)
    H = np.diag(cell.G2) + (cell.C * (cell.w * v)) @ cell.C.T
    return eigh(H, eigvals_only=True)[:2]


def pseudo_levels(L, A, B, D_A, q_A):
    cell = make_cell(L, [(A, 0.0), (B, L / 2)], int(40 * L / (2 * np.pi)))
    H, S = np.diag(cell.G2), np.eye(len(cell.G2))
    for (atom, b, _), D, q in zip(cell.parts, (D_A, B.D), (q_A, B.q)):
        H = H + D * np.outer(b, b)
        S = S + q * np.outer(b, b)
    return eigh(H, S, eigvals_only=True)[:2]


def self_consistent(cell, nw, nrho, occ, g):
    """nw, nrho: highest cosine index for wavefunctions and for the density."""
    occ = np.array(occ, float)
    Cw, Cr, w = cell.C[:nw + 1], cell.C[:nrho + 1], cell.w
    T = np.diag(cell.G2[:nw + 1])
    bare = T.copy()
    S = np.eye(nw + 1)
    for atom, b, _ in cell.parts:
        bb = np.outer(b[:nw + 1], b[:nw + 1])
        bare += atom.D * bb
        S += atom.q * bb
    rho = np.zeros(nrho + 1)
    for _ in range(600):
        V = g * (rho @ Cr)
        H = bare + (Cw * (w * V)) @ Cw.T
        screening = []
        for atom, b, Q in cell.parts:
            screening.append(float(np.sum(w * V * Q)))
            H += screening[-1] * np.outer(b[:nw + 1], b[:nw + 1])
        e, c = eigh(H, S)
        c = c[:, :len(occ)]
        smooth = occ @ (c.T @ Cw) ** 2
        aug = np.zeros_like(smooth)
        for atom, b, Q in cell.parts:
            aug += Q * float(occ @ (b[:nw + 1] @ c) ** 2)
        new = Cr @ (w * (smooth + aug))
        if np.max(np.abs(new - rho)) < 1e-10:
            break
        rho = rho + 0.5 * (new - rho)
    else:
        raise AssertionError("self-consistency not reached")
    energy = float(occ @ np.einsum("ik,ij,jk->k", c, bare, c)) + 0.5 * g * float(new @ new)
    return SimpleNamespace(E=energy, e=e, c=c, smooth=smooth, aug=aug,
                           screening=screening)


# ---------------------------------------------------------------- the two atoms
A = make_atom(32.0, 0.05, 1.5, norm_conserving=False)
B = make_atom(6.0, 0.25, 1.0, norm_conserving=True)
for name, a in (("A (ultrasoft)", A), ("B (norm-conserving)", B)):
    print(f"{name}: well depth {a.depth:.0f} Ry, width {a.width:.2f} bohr, rc {a.rc:.1f} bohr")
    print(f"  reference level {a.e_ref:.5f} Ry; q / full norm = {a.q / a.total_norm:.4f}")
print(f"A, waves equal to 1 at rc: q = {A.q:.4f} bohr, B0 = {A.B0:.3f}, D = {A.D:.3f} Ry bohr")

# -------------------------------------------- scattering: value and energy slope
print("Energy slope of log derivative at rc, 1/(Ry bohr):")
for name, a in (("A", A), ("B", B)):
    s_orig = energy_slope(lambda E: original_log_derivative(a, E), a.e_ref)
    s_ps = energy_slope(lambda E: pseudo_log_derivative(a, E, a.D, a.q), a.e_ref)
    value_gap = (pseudo_log_derivative(a, a.e_ref, a.D, a.q)
                 - original_log_derivative(a, a.e_ref))
    assert abs(value_gap) < 1e-5
    assert abs(s_orig / -a.norm - 1) < 1e-4
    assert abs(s_ps / s_orig - 1) < 1e-4
    print(f"  {name}: original {s_orig:.4f}, pseudo {s_ps:.4f}, minus inner norm {-a.norm:.4f}")
s_zero = energy_slope(lambda E: pseudo_log_derivative(A, E, A.B0, 0.0), A.e_ref)
assert abs(s_zero / -A.norm - 1) > 0.1
assert abs(s_zero / -A.pseudo_norm - 1) < 1e-4
print(f"  A with q deleted and D reset to B0: {s_zero:.4f}")

# -------------------------------- mixed crystal against the original wells, g = 0
print("Levels without interaction (Ry), lower and upper:")
worst = {}
for L in (5.0, 6.0, 7.0):
    exact = original_levels(L, A, B)
    mixed = pseudo_levels(L, A, B, A.D, A.q)
    reset = pseudo_levels(L, A, B, A.B0, 0.0)
    worst[L] = np.max(np.abs(mixed - exact))
    print(f"  L={L:.0f} bohr: original {exact[0]:.5f} {exact[1]:.5f}; mixed {mixed[0]:.5f} {mixed[1]:.5f}")
    print(f"    q_A deleted, D_A reset to B0: {reset[0]:.5f} {reset[1]:.5f}")
    if L == 6.0:
        kept = pseudo_levels(L, A, B, A.D, 0.0)
        print(f"    q_A deleted, D_A kept: {kept[0]:.5f} {kept[1]:.5f}")
        assert worst[L] < 0.01
        assert abs(mixed[0] - exact[0]) < 0.25 * abs(reset[0] - exact[0])
        assert abs(kept[0] - exact[0]) > 0.1
assert worst[7.0] < worst[5.0]
print("  largest mixed error (Ry), L=5,6,7: " + ", ".join(f"{worst[L]:.5f}" for L in worst))

# --------------------------------------------- interacting mixed crystal: charge
g, L = 0.3, 10.0
NW, NR = 45, 200
mix = make_cell(L, [(A, 0.0), (B, L / 2)], NR)
only_A = make_cell(L, [(A, 0.0)], NR)
only_B = make_cell(L, [(B, L / 2)], NR)
ground = self_consistent(mix, NW, NR, [2, 2], g)
smooth_charge = float(mix.w @ ground.smooth)
aug_charge = float(mix.w @ ground.aug)
assert abs(smooth_charge + aug_charge - 4) < 1e-5
assert aug_charge > 0.1
print(f"Interacting crystal: g = {g:.1f} Ry bohr, L = {L:.0f} bohr, 4 electrons")
print(f"  charge: smooth {smooth_charge:.5f} + augmentation {aug_charge:.5f} = {smooth_charge + aug_charge:.5f}")

# ------------------------------- derivative of the energy with occupation = level
h = 0.01
for i in (0, 1):
    up, down = [2.0, 2.0], [2.0, 2.0]
    up[i] += h
    down[i] -= h
    dE = (self_consistent(mix, NW, NR, up, g).E
          - self_consistent(mix, NW, NR, down, g).E) / (2 * h)
    assert abs(dE - ground.e[i]) < 2e-5
    print(f"  state {i + 1}: dE/df = {dE:.6f} Ry, eigenvalue = {ground.e[i]:.6f} Ry")
projection = float(mix.parts[0][1][:NW + 1] @ ground.c[:, 0]) ** 2
aug_term = ground.screening[0] * projection
assert aug_term > 1e-3 and ground.screening[1] == 0.0
print(f"  part of level 1 from the integral of V Q_A: {aug_term:.5f} Ry")

# ------------- smooth density ends at four times the wavefunction cutoff, Q does not
small = self_consistent(mix, 12, NR, [2, 2], g)
tail_smooth = np.max(np.abs(mix.C[25:] @ (mix.w * small.smooth)))
tail_aug = np.max(np.abs(mix.C[25:] @ (mix.w * small.aug)))
assert tail_smooth < 1e-10 and tail_aug > 1e-3
print(f"  largest density coefficient beyond 4 E_wfc (bohr^-1/2): smooth below 1e-10, Q part {tail_aug:.4f}")

# ------------------------------------------------------------------ two cutoffs
tolerance = 1e-4


def smallest_index(error, low, high):
    """Errors fall monotonically with the cutoff, so bisection is enough."""
    while high - low > 1:
        mid = (low + high) // 2
        if error(mid) < tolerance:
            high = mid
        else:
            low = mid
    return high


print(f"Smallest cutoffs (Ry) for an energy error below {tolerance:.0e} Ry per cell:")
need = {}
for name, cell, occ in (("A", only_A, [2]), ("B", only_B, [2]), ("mixed", mix, [2, 2])):
    E_ref = self_consistent(cell, NW, NR, occ, g).E
    n_w = smallest_index(lambda n: abs(self_consistent(cell, n, NR, occ, g).E - E_ref), 2, NW)
    n_r = smallest_index(lambda n: abs(self_consistent(cell, NW, n, occ, g).E - E_ref), 2, NR)
    need[name] = (n_w, n_r)
    print(f"  {name}: wavefunction {mix.G2[n_w]:.1f}, density {mix.G2[n_r]:.1f}")
n_w = max(need["A"][0], need["B"][0])
n_r = max(need["A"][1], need["B"][1])
assert need["B"][0] > need["A"][0] and need["A"][1] > need["B"][1]
assert abs(need["mixed"][0] - n_w) <= 2 and abs(need["mixed"][1] - n_r) <= 2
print(f"  four times the larger wavefunction cutoff: {4 * mix.G2[n_w]:.1f} Ry")


def mixed_error(nw, nr):
    return self_consistent(mix, nw, nr, [2, 2], g).E - ground.E


err_rule = mixed_error(n_w, max(n_r, 2 * n_w))
err_soft_w = mixed_error(need["A"][0], NR)
err_soft_r = mixed_error(NW, need["B"][1])
assert abs(err_rule) < 3 * tolerance
assert err_soft_w > 3 * tolerance and err_soft_r < -3 * tolerance
print("Energy error of the mixed crystal (Ry):")
print(f"  both cutoffs from the hardest species: {err_rule:.6f}")
print(f"  wavefunction cutoff of A alone, full density: {err_soft_w:.6f}")
print(f"  density cutoff of B alone, full wavefunctions: {err_soft_r:.6f}")
print("every check passed")
```

It prints:

```
A (ultrasoft): well depth 32 Ry, width 0.05 bohr, rc 1.5 bohr
  reference level -1.81016 Ry; q / full norm = 0.4771
B (norm-conserving): well depth 6 Ry, width 0.25 bohr, rc 1.0 bohr
  reference level -1.18575 Ry; q / full norm = 0.0000
A, waves equal to 1 at rc: q = 19.9919 bohr, B0 = -52.232, D = -88.420 Ry bohr
Energy slope of log derivative at rc, 1/(Ry bohr):
  A: original -20.5787, pseudo -20.5787, minus inner norm -20.5787
  B: original -3.3604, pseudo -3.3604, minus inner norm -3.3604
  A with q deleted and D reset to B0: -10.5827
Levels without interaction (Ry), lower and upper:
  L=5 bohr: original -1.88303 -0.97219; mixed -1.88232 -0.95680
    q_A deleted, D_A reset to B0: -1.93479 -0.83726
  L=6 bohr: original -1.83181 -1.11384; mixed -1.83171 -1.10939
    q_A deleted, D_A reset to B0: -1.84956 -1.06626
    q_A deleted, D_A kept: -3.53528 -1.13091
  L=7 bohr: original -1.81608 -1.16182; mixed -1.81606 -1.16044
    q_A deleted, D_A reset to B0: -1.82127 -1.14580
  largest mixed error (Ry), L=5,6,7: 0.01540, 0.00444, 0.00138
Interacting crystal: g = 0.3 Ry bohr, L = 10 bohr, 4 electrons
  charge: smooth 3.06444 + augmentation 0.93556 = 4.00000
  state 1: dE/df = -1.424965 Ry, eigenvalue = -1.424965 Ry
  state 2: dE/df = -0.901917 Ry, eigenvalue = -0.901917 Ry
  part of level 1 from the integral of V Q_A: 0.22977 Ry
  largest density coefficient beyond 4 E_wfc (bohr^-1/2): smooth below 1e-10, Q part 0.0216
Smallest cutoffs (Ry) for an energy error below 1e-04 Ry per cell:
  A: wavefunction 32.0, density 483.6
  B: wavefunction 66.7, density 47.8
  mixed: wavefunction 66.7, density 483.6
  four times the larger wavefunction cutoff: 266.9 Ry
Energy error of the mixed crystal (Ry):
  both cutoffs from the hardest species: -0.000025
  wavefunction cutoff of A alone, full density: 0.008262
  density cutoff of B alone, full wavefunctions: -0.006501
every check passed
```
